# Why charge equilibration makes an insulating chain respond like a metal wire

## What dimensions and symmetry allow

Take a straight chain of $N$ equal atoms with spacing $a$, in a weak field $F$ along its axis. The polarisability $\alpha$ is the induced dipole divided by $F$. It has the dimensions of charge² × length² / energy, so in atomic units

$$\alpha=\frac{a^2}{\varepsilon}\,f(N),$$

where $\varepsilon$ is an energy of the model and $f$ may also depend on dimensionless ratios of its parameters. Dimensions leave the growth of $f$ open, but symmetry restricts it.

In an insulator, the charge on an atom deep inside the chain responds to its surroundings and cannot be exchanged with the distant ends. A uniform potential moves no charge, so the atom can respond to the field but not to the value of the potential. If the atom is a mirror centre, reflection reverses the field and leaves the atom's charge unchanged. A charge linear in $F$ must then vanish. Induced charge remains near the ends, apart from a weak tail caused by the non-uniform Coulomb field of the end charges. Its size tends to a constant as $N$ grows, and the dipole grows as $N$.

In a conductor, charge can be exchanged with the far end, so an atom can respond to its potential relative to the chain's centre. Mirror symmetry then requires only that the charge be odd in the position $x$. If it is proportional to $x$, the dipole is proportional to $\sum x^2$, which grows as $N^3$.

## The belief and its appeal

Charge equilibration (QEq) assigns atomic charges by minimising

$$E=\sum_i\chi_iq_i+\tfrac12\sum_{ij}q_iA_{ij}q_j-F\sum_i x_iq_i,\qquad \sum_i q_i=0 .$$

Here $\chi_i$ is an electronegativity, $A_{ii}=\eta$ is the atomic hardness, and $A_{ij}=1/|x_i-x_j|$ for $i\ne j$. Positions are measured from the chain's centre. The bare Coulomb form is a simplification: practical QEq shields the interaction at short range and keeps the $1/r$ tail.

The belief is that this energy describes insulators as well as metals. It is reasonable at first sight. The method can give useful charges at zero field, and a polarisability can be fitted for a molecule of one size. The hardness also looks like a gap, since for an isolated atom it is roughly the ionisation energy minus the electron affinity.

The flaw appears when charge is spread out. One unit of charge shared equally by $N$ atoms costs a hardness energy $\tfrac12\eta N(1/N)^2=\eta/(2N)$, which vanishes for large $N$. The hardness resists charge on one atom, but it does not resist transport along the chain.

## The QEq polarisability

First, the energy must have a minimum. It has one if $A$ is positive definite. For any vector $u$, with $\hat u(\theta)=\sum_ju_je^{ij\theta}$,

$$u\cdot Au=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}|\hat u(\theta)|^2s(\theta),\qquad
s(\theta)=\eta+\frac2a\sum_{k\ge1}\frac{\cos k\theta}{k}.$$

The sum is the real part of $-\ln(1-e^{i\theta})$, which is $-\ln(2|\sin\frac\theta2|)$. Its least value is $-\ln2$, so every eigenvalue of $A$ is at least

$$\lambda=\eta-\frac{2\ln2}{a}.$$

I assume $\lambda>0$. With bare Coulomb terms this is a real restriction: $\eta=0.37$ hartree and $a=2.6$ bohr, values near those of carbon, give $\lambda=-0.16$ hartree, which is one reason for shielding the short-range interaction.

Differentiating the minimum condition with respect to $F$ removes the electronegativities and leaves $Aq'=x-\nu\mathbf 1$, where $q'=dq/dF$ and $\nu$ enforces neutrality. Reversing the chain leaves $A$ unchanged and changes the sign of $x$. Hence $A^{-1}x$ is odd and already neutral, so $\nu=0$ and

$$\alpha_{\rm QEq}=x\cdot A^{-1}x .$$

If the Coulomb terms between atoms are dropped, $A=\eta$ and

$$\alpha=\frac{x\cdot x}{\eta}=\frac{a^2(N^3-N)}{12\eta}.$$

This is the cubic law. The Coulomb terms weaken it by a logarithm. To see this, apply $A$ to $x$, writing $x_j=x_i+a(j-i)$:

$$\sum_{j\ne i}\frac{x_j}{a|i-j|}=\frac{x_i}{a}(H_{i-1}+H_{N-i})+\sum_{j\ne i}\frac{j-i}{|j-i|},$$

where $H_n=\sum_{k=1}^n1/k$. The last sum is $(N-i)-(i-1)=N+1-2i=-2x_i/a$. Therefore

$$(Ax)_i=g_ix_i,\qquad g_i=\eta+\frac{H_{i-1}+H_{N-i}-2}{a}.$$

Let $\mu$ and $v$ be the mean and variance of $g_i$ with weights $x_i^2$. For large $N$, set $s=2x_i/(Na)$ and use $H_n\simeq\ln(n+\frac12)+\gamma$, where $\gamma$ is Euler's constant. Then

$$H_{i-1}+H_{N-i}\simeq2\ln\frac N2+2\gamma+\ln(1-s^2).$$

The normalised weight on $0<s<1$ is $3s^2$. Integration by parts, with $s^3-1$ as the integral of $3s^2$, gives

$$\int_0^1 3s^2\ln(1-s^2)\,ds=-2\int_0^1\left(s^2+1-\frac1{1+s}\right)ds=2\ln2-\frac83 .$$

Collecting terms,

$$\mu\simeq\eta+\frac2a\left(\ln N+\gamma-\frac73\right).$$

The variance tends to a finite constant, because the part of $g_i$ that varies along the chain is $\ln(1-s^2)/a$, whose square is integrable.

Now put $r=Ax-\mu x$. The definition of $\mu$ gives $x\cdot r=0$, and multiplying $r$ by $A^{-1}$ gives $A^{-1}x=(x-A^{-1}r)/\mu$. Using this relation twice,

$$\alpha_{\rm QEq}=\frac{x\cdot x-x\cdot A^{-1}r}{\mu}
=\frac{x\cdot x}{\mu}+\frac{r\cdot A^{-1}r}{\mu^2}.$$

The last term is not negative. It is at most $r\cdot r/(\lambda\mu^2)$, and $r\cdot r=v\,x\cdot x$, so

$$\frac{x\cdot x}{\mu}\le\alpha_{\rm QEq}\le\frac{x\cdot x}{\mu}\left(1+\frac{v}{\mu\lambda}\right).$$

Since $\mu$ grows logarithmically, the two bounds merge:

$$\alpha_{\rm QEq}\to\frac{a^3N^3}{24\ln N}.$$

A larger $\eta$ delays the logarithm and does not make the growth linear.

## Which conductor this is

The same logarithm belongs to a thin metal tube. Consider a slowly varying charge per length $\rho$, so that $q=a\rho$, and compare the potentials made by the charge within a distance $R=(n+\frac12)a$.

In the chain, hardness and Coulomb terms give $\rho(\eta a+2H_n)\simeq\rho[\eta a+2\ln(R/a)+2\gamma]$. On a tube of radius $b$, two lines on the surface separated by angle $\phi$ are a distance $d=2b|\sin\frac\phi2|$ apart. For $R\gg b$, a charge per length $\rho$ placed entirely on one line would give the potential $2\rho\ln(2R/d)$ on the other. The tube spreads this charge evenly over $\phi$, so the potential must be averaged. The average of $\ln(2|\sin\frac\phi2|)$ over $\phi$ is zero, because its cosine series above has no constant term. The tube's potential is therefore $2\rho\ln(2R/b)$. Equating the two,

$$b=2a\,e^{-\gamma-\eta a/2}.$$

Take $a=4$ bohr and $\eta=0.5$ hartree, round model values for which $\lambda=0.153$ hartree. Then $b=8e^{-1.577}=1.65$ bohr. For $N=400$, solving the linear equations of QEq gives $\alpha=3.316\times10^7$ bohr³. A numerical solution for the surface charge of a hollow metal tube of length $Na$ and radius $b$ gives $3.32\times10^7$ bohr³. The two agree to about 0.1%; the tube's charge diverges at its open edges, so further figures depend on the mesh. Agreement this close is partly due to the choice of tube length: the derivation does not fix the position of the ends, and a change of one spacing in the length alters $\alpha$ by about 0.7%.

## Charging the bonds

Split-charge equilibration (SQE) uses the charge $p_b$ moved across each bond as its variable. Moving charge from atom $b$ to atom $b+1$ lowers $q_b$ and raises $q_{b+1}$. Write this as $q=Bp$. Each transfer covers a distance $a$, so $B^{\rm T}x=a\mathbf1$. The new term in the energy is $\frac12\kappa\,p\cdot p$, where $\kappa>0$ is the bond hardness. Carrying one unit of charge from end to end now costs a bond energy $\frac12\kappa(N-1)$, which grows with length.

Electronegativities again drop out of the linear response. With $K=B^{\rm T}AB$, the induced transfers obey $(\kappa+K)p=Fa\mathbf1$, and

$$\alpha_{\rm SQE}=a^2\,\mathbf1\cdot(\kappa+K)^{-1}\mathbf1 .$$

Because $K$ is positive, $\alpha_{\rm SQE}\le a^2(N-1)/\kappa$. For a lower bound, note that for any positive matrix $M$ the Cauchy–Schwarz inequality gives

$$y\cdot M^{-1}y\ge\frac{(y\cdot y)^2}{y\cdot My}.$$

Use $y=\mathbf1$ and $M=\kappa+K$. Equal transfers cancel on every interior atom and leave charges $-1$ and $+1$ at the ends, a distance $L=a(N-1)$ apart. Hence $\mathbf1\cdot K\mathbf1=2\eta-2/L$, and

$$\frac{a^2(N-1)}{\kappa+\dfrac{2\eta-2/L}{N-1}}\le\alpha_{\rm SQE}\le\frac{a^2(N-1)}{\kappa}.$$

The polarisability per atom tends to $a^2/\kappa$. Atomic hardness and Coulomb terms affect the approach to this limit but not the limit itself. The lower bound shows that $N-1\gg2\eta/\kappa$ is enough for the linear regime. If $\kappa\to0$ at fixed $N$, QEq returns, since the transfers can produce any neutral set of charges.

## ACKS2 and the role of the gap

ACKS2 obtains the cost of moving charge from the response of non-interacting electrons. A tight-binding model shows how. It has one orthogonal orbital per atom, an even number $N$ of atoms, one electron per atom, and doubly occupied orbitals $o$ below empty orbitals $v$. Let $q$ be the charges induced relative to zero field. An electron on atom $i$ then feels the extra potential energy $Fx_i-(Aq)_i$. First-order perturbation theory gives

$$q=S(Fx-Aq),\qquad S_{ij}=4\sum_{ov}\frac{c_{io}c_{iv}c_{jo}c_{jv}}{\varepsilon_v-\varepsilon_o}.$$

Here $c$ are real orbital coefficients and $\varepsilon$ orbital energies. The factor 4 comes from two spins and from the two equal terms in the change of an orbital's density. Orthogonality of $o$ and $v$ gives $S\mathbf1=0$, so a uniform potential moves no charge. Self-consistent xTB methods such as GFN2-xTB likewise combine a band energy with a charge–charge energy, so the QEq-like part of their energy does not by itself determine their response.

SQE is a special case. Its stationary condition is $\kappa p=B^{\rm T}(Fx-Aq)$. Multiplying by $B/\kappa$ gives the ACKS2 equation with $S=BB^{\rm T}/\kappa$.

To bound the general response, let $R$ be the positive square root of $S$ and write $q=FRw$. The equation is solved by $(1+RAR)w=Rx$, so

$$\alpha=(Rx)\cdot(1+RAR)^{-1}(Rx).$$

Define the response without interactions, $\alpha_0=x\cdot Sx$, and the Coulomb and hardness term $W=(Sx)\cdot A(Sx)$. Positivity and the inequality used above give

$$\alpha_0-W\le\frac{\alpha_0^2}{\alpha_0+W}\le\alpha\le\alpha_0 .$$

A gap limits $\alpha_0$. Let $H$ have hopping of magnitude $t$ between neighbours and a gap $E_g$. Since $[H,x]_{ov}=(\varepsilon_o-\varepsilon_v)x_{ov}$,

$$\alpha_0=4\sum_{ov}\frac{|x_{ov}|^2}{\varepsilon_v-\varepsilon_o}
=4\sum_{ov}\frac{|[H,x]_{ov}|^2}{(\varepsilon_v-\varepsilon_o)^3}
\le\frac4{E_g^3}\sum_{ov}|[H,x]_{ov}|^2 .$$

In the atomic basis, $[H,x]$ has $2(N-1)$ non-zero elements, each of magnitude $ta$. The sum of squared elements is the same in the orbital basis, where the $ov$ and $vo$ blocks contribute equally. The last sum is therefore at most $(N-1)t^2a^2$, and

$$\alpha\le\alpha_0\le\frac{4t^2a^2(N-1)}{E_g^3}.$$

Within this model, a gap that stays open as $N$ grows rules out faster than linear growth.

Without a gap the bound gives no protection, and the uniform chain shows how fast the response can then grow. For equal site energies the orbitals are standing waves in a box of length $\ell=(N+1)a$. Near the Fermi level, two orbitals whose quantum numbers differ by $d$ have $|x_{ov}|\simeq2\ell/(\pi^2d^2)$ for odd $d$ and zero for even $d$, to leading order. This is the integral of $(y/\ell)\cos(\pi dy/\ell)$ over the box; the other part of the orbital product alternates from atom to atom and nearly cancels. The energy difference is $2\pi td/(N+1)$, and $d$ pairs straddle the Fermi level. Thus

$$\alpha_0\simeq4\sum_{d\ \rm odd}d\,\frac{4\ell^2}{\pi^4d^4}\,\frac{N+1}{2\pi td}
=\frac{8\ell^2(N+1)}{\pi^5t}\,\frac{\pi^4}{96}
=\frac{a^2(N+1)^3}{12\pi t}.$$

ACKS2 therefore gives at most linear growth when the gap between occupied and empty reference orbitals of the finite chain stays open, while the uniform gapless chain has a cubic $\alpha_0$. A bulk gap alone is not enough, because states at the chain ends can close the gap that enters the bound.

## The size of the error

Keep $a=4$ bohr and $\eta=0.5$ hartree, and choose $\kappa=0.4$ and $t=0.1$ hartree. For the gapped chain let the site energies alternate between $+0.1$ and $-0.1$ hartree; for the gapless chain let them be equal. Diagonalising $H$ and solving the linear equations gives these polarisabilities in bohr³:

| $N$ | QEq | SQE | ACKS2, gapped | ACKS2, gapless |
|---:|---:|---:|---:|---:|
| 20 | 9 730 | 686 | 544 | 7 180 |
| 80 | 388 000 | 3 080 | 2 440 | 311 000 |
| 320 | 17 800 000 | 12 700 | 10 100 | 15 100 000 |

At $N=320$ the QEq value is about 1400 times the SQE value. Between $N=160$ and $320$ the local exponent, the logarithm of the ratio of polarisabilities divided by $\ln2$, is 2.78 for QEq. Differentiating $x\cdot x/\mu$ predicts $3-2/(a\mu)=2.79$ at the geometric mean of the two lengths. A tenfold larger $\eta$ raises the exponent to 2.93. For SQE and gapped ACKS2 it is 1.01, and for gapless ACKS2 it is 2.82.

The SQE slope is $a^2/\kappa=16/0.4=40$ bohr³ per atom, or 5.9 Å³. The gapped ACKS2 slope is 31.7 bohr³, or 4.7 Å³. With the computed gap of 0.200 hartree, the upper bound on that slope is $4(0.1)^2(16)/(0.2)^3=80$ bohr³. The term $W$ is 56.9 bohr³ at $N=160$ and 57.0 bohr³ at $N=320$. It hardly grows, as expected if $Sx$ is confined to the ends, so by the bounds $\alpha_0-W\le\alpha\le\alpha_0$ the Coulomb and hardness terms do not change the limiting slope. The computed slope of $\alpha_0$ between these two lengths is also 31.7 bohr³ per atom.

This slope defines an effective bond hardness, $16/31.7=0.505$ hartree, or 13.7 eV. SQE with that value gives 10 060 bohr³ at $N=320$, against 10 050 from ACKS2. In this chain, one bond parameter carries the long-chain effect of the gap.

The charge crossing the chain's midpoint shows the failure most directly. In a field of 0.001 atomic units, about 0.5 V/nm, QEq moves 0.17 electron charges at $N=20$, 1.7 at $N=80$ and 20 at $N=320$. SQE moves 0.010 at all three lengths, close to $Fa/\kappa=0.001\times4/0.4$. An insulator needs an energy cost for moving charge between atoms, and QEq has a cost only for leaving it on them.
